# From imaginary-time slices to Matsubara self-energies: aliasing and moment-constrained splines: a program that tests the result

```python
"""Fourier transform of an imaginary-time Green function known on L slices.

Result under test: slice sums give aliased Matsubara functions, whereas the
cubic spline whose end sums carry the moments M1, M2 has the transform
  1/z + M1/z^2 + M2/z^3 + W(x) * dtau * sum_l exp(z tau_l) r(tau_l),
  W(x) = (sin(x/2)/(x/2))^4 * 3/(2 + cos x),
with z = i w_n, x = w_n dtau, r = G minus a quadratic with the same end sums.
The self-energy is Sigma = z - xi - 1/G.
Model: bonding orbital of the two-site Hubbard model, energies in hopping t.
G(tau) = -<c(tau) c^dagger(0)>, beta = inverse temperature, mu = chemical
potential, U = repulsion, xi = orbital energy minus mu, n = Matsubara index.
"""
import numpy as np
from scipy.linalg import expm
from scipy.interpolate import CubicSpline

hop, U, mu, beta, L0 = 1.0, 4.0, 3.0, 8.0, 40
xi = -hop - mu

# ---------- exact diagonalization of the model ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else (lower if k == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]      # 1up, 2up, 1down, 2down
num = [a.T @ a for a in c]
H = -mu * sum(num) + U * (num[0] @ num[2] + num[1] @ num[3])
for a, b in ((0, 1), (2, 3)):
    H = H - hop * (c[a].T @ c[b] + c[b].T @ c[a])
H = H - np.linalg.eigvalsh(H)[0] * np.eye(16)
E, V = np.linalg.eigh(H)
boltz = np.exp(-beta * E)
Z = boltz.sum()
density = np.trace(V.T @ num[2] @ V @ np.diag(boltz)) / Z
c_bond = (c[0] + c[1]) / np.sqrt(2)
element = V.T @ c_bond @ V
weight = element**2 * (boltz[:, None] + boltz[None, :]) / Z
energy = E[None, :] - E[:, None]
keep = weight > 1e-15
w_p, e_p = weight[keep], energy[keep]


def g_tau(tau, order=0):
    """G(tau) or its derivative of the given order, from the poles."""
    tau = np.asarray(tau, float)
    amp = -w_p * (-e_p)**order / (1 + np.exp(-beta * e_p))
    return np.exp(-np.multiply.outer(tau, e_p)) @ amp


def freq(n):
    return (2 * np.asarray(n) + 1) * np.pi / beta


def g_exact(n):
    return (w_p / (1j * freq(n)[..., None] - e_p)).sum(-1)


def sigma(g, n):
    return 1j * freq(n) - xi - 1 / g


for tau in (0.3, 2.0, 7.1):
    direct = -np.trace(expm(-(beta - tau) * H) @ c_bond
                       @ expm(-tau * H) @ c_bond.T) / Z
    assert abs(direct - g_tau(tau)) < 1e-11

M1 = xi + U * density
M2 = xi**2 + 2 * xi * U * density + U**2 * density
assert abs(w_p.sum() - 1) < 1e-11
assert abs((w_p * e_p).sum() - M1) < 1e-10
assert abs((w_p * e_p**2).sum() - M2) < 1e-10

# ---------- transforms ----------


def slices(L):
    return g_tau(np.linspace(0, beta, L + 1))


def slice_sum(v, n):
    """dtau * sum over l < L of exp(i w_n tau_l) v_l, by FFT."""
    L = len(v) - 1
    twist = np.exp(1j * np.pi * np.arange(L) / L)
    return beta * np.fft.ifft(v[:L] * twist)[np.asarray(n) % L]


def trapezoid(v, n):
    u = v.copy()
    u[0] = (v[0] - v[-1]) / 2
    return slice_sum(u, n)


def attenuation(x):
    return np.sinc(x / (2 * np.pi))**4 * 3 / (2 + np.cos(x))


def spline_fast(v, m1, m2, n):
    L = len(v) - 1
    tau = np.linspace(0, beta, L + 1)
    q2 = -m2 / 4
    q1 = m1 / 2 - q2 * beta
    q0 = (-1 - q1 * beta - q2 * beta**2) / 2
    rest = v - (q0 + q1 * tau + q2 * tau**2)
    z = 1j * freq(n)
    return (1 / z + m1 / z**2 + m2 / z**3
            + attenuation(freq(n) * beta / L) * slice_sum(rest, n))


def natural_slope_sum(v):
    s = CubicSpline(np.linspace(0, beta, len(v)), v, bc_type='natural')
    return float(s(0.0, 1) + s(beta, 1))


def natural_fast(v, n):
    return spline_fast(v, natural_slope_sum(v), 0.0, n)


def moment_spline(v, m1, m2):
    """Explicit spline from the linear equations for second derivatives."""
    L = len(v) - 1
    h = beta / L
    A = 4 * np.eye(L) + np.eye(L, k=1) + np.eye(L, k=-1)
    A[0, -1] = A[-1, 0] = -1
    rhs = np.empty(L)
    rhs[1:] = 6 * (v[2:] - 2 * v[1:-1] + v[:-2]) / h**2
    rhs[-1] += m2
    rhs[0] = 6 / h * ((v[1] - v[0] + v[-1] - v[-2]) / h - m1) - 2 * m2
    k0 = np.linalg.solve(A, rhs)[0]
    return CubicSpline(np.linspace(0, beta, L + 1), v,
                       bc_type=((2, k0), (2, -m2 - k0)))


node, gauss = np.polynomial.legendre.leggauss(20)


def quadrature(func, L, n):
    h = beta / L
    t = (np.arange(L)[:, None] * h + (node + 1) * h / 2).ravel()
    wt = np.tile(gauss * h / 2, L)
    return np.exp(1j * np.multiply.outer(freq(n), t)) @ (wt * func(t))


# ---------- tests of aliasing ----------
v0 = slices(L0)
dt = beta / L0
ns = np.array([0, 4, 9, 19, 20, 59])
assert np.allclose(quadrature(g_tau, L0, ns), g_exact(ns), atol=1e-11)
trap = trapezoid(v0, ns)
left = slice_sum(v0, ns)
shifts = np.arange(-20000, 20001) * L0
alias = np.array([g_exact(n + shifts).sum() for n in ns[:4]])
assert np.max(abs(alias - trap[:4])) < 2e-6   # truncated alias sum
arg = (1j * freq(ns)[:, None] - e_p) * dt / 2
assert np.allclose((w_p * dt / 2 / np.tanh(arg)).sum(1), trap, atol=1e-11)
assert np.allclose(left, trap - dt / 2, atol=1e-11)
direct_sum = [dt * sum(np.exp(1j * freq(n) * l * dt) * v0[l]
                       for l in range(L0)) for n in ns]
assert np.allclose(direct_sum, left, atol=1e-11)
growth = (sigma(slice_sum(v0, ns + L0), ns + L0) - sigma(left, ns))
assert np.allclose(growth, 2j * np.pi / dt, atol=1e-8)

zero = np.array([0])
z0 = 1j * freq(zero)
g0 = g_exact(zero)
h = beta / 320
ratio = (trapezoid(slices(320), zero) - g0) / (h**2 / 12 * (z0 - M1))
assert abs(ratio[0] - 1) < 1e-3
h = beta / 3200
dS = sigma(slice_sum(slices(3200), zero), zero) - sigma(g0, zero)
assert abs(dS[0] / (-h / 2 / g0[0]**2) - 1) < 0.02
# window |energies| << w << 1/dtau
fine = slices(32000)
h = beta / 32000
mid = np.array([127])
wm = freq(mid)[0]
ref = sigma(g_exact(mid), mid)[0]
eL = sigma(slice_sum(fine, mid), mid)[0] - ref
eT = sigma(trapezoid(fine, mid), mid)[0] - ref
assert abs(eL.real / (wm**2 * h / 2) - 1) < 0.05
assert abs(eT.imag / (-wm**3 * h**2 / 12) - 1) < 0.05

# ---------- tests of the spline transform ----------
spl = moment_spline(v0, M1, M2)
assert abs(spl(0.0, 1) + spl(beta, 1) - M1) < 1e-9
assert abs(spl(0.0, 2) + spl(beta, 2) + M2) < 1e-9
mom = spline_fast(v0, M1, M2, ns)
assert np.allclose(quadrature(spl, L0, ns), mom, atol=1e-11)
nat = natural_fast(v0, ns)
nat_spl = CubicSpline(np.linspace(0, beta, L0 + 1), v0, bc_type='natural')
assert np.allclose(quadrature(nat_spl, L0, ns), nat, atol=1e-11)

h = beta / 160
law = -h**4 / 720 * (w_p * e_p**4 / (z0[0] - e_p)).sum()
err = spline_fast(slices(160), M1, M2, zero)[0] - g0[0]
assert abs(err / law - 1) < 0.01

h = beta / 1280
v = slices(1280)
curv = g_tau(0.0, 2) - g_tau(beta, 2)
assert abs((natural_slope_sum(v) - M1)
           / (h * curv / (2 * np.sqrt(3))) - 1) < 0.02
err = natural_fast(v, zero)[0] - g0[0]
assert abs(err / (h**3 * curv / (24 * np.sqrt(3))) - 1) < 0.02

# high-frequency behaviour at fixed L
peak = []
for start in (400, 4000):
    far = np.arange(start, start + L0)
    d = (sigma(spline_fast(v0, M1, M2, far), far)
         - sigma(g_exact(far), far))
    peak.append(np.max(freq(far)**2 * abs(d)))
assert abs(peak[1] / peak[0] - 1) < 0.05
far = np.arange(8000, 8000 + L0)
m_nat = natural_slope_sum(v0)
s_nat = sigma(natural_fast(v0, far), far)
assert np.max(abs(s_nat.imag * freq(far) / m_nat**2 - 1)) < 0.05
assert np.max(abs(s_nat.real - (m_nat - xi))) < 1e-3
many = np.arange(0, 401)
assert np.all(sigma(spline_fast(v0, M1, M2, many), many).imag < 0)
positive = many[sigma(natural_fast(v0, many), many).imag > 0]
assert len(positive) > 0

# error in the supplied first moment
dM = 0.05
s_far = (sigma(spline_fast(v0, M1 + dM, M2, far), far)
         - sigma(spline_fast(v0, M1, M2, far), far))
assert np.max(abs(s_far - dM)) < 1e-4
s_low = (sigma(spline_fast(v0, M1 + dM, M2, zero), zero)
         - sigma(spline_fast(v0, M1, M2, zero), zero))[0]

# independent noise on the slices, moments held fixed
power = np.zeros(len(ns))
for l in range(L0):
    unit = np.zeros(L0 + 1)
    unit[l] = 1
    if l == 0:
        unit[-1] = -1
    power += abs(quadrature(moment_spline(unit, 0, 0), L0, ns))**2
W = attenuation(freq(ns) * dt)
assert np.allclose(np.sqrt(power), W * np.sqrt(beta * dt), atol=1e-11)
noise = 1e-4
noise_sigma = noise * W * np.sqrt(beta * dt) / abs(g_exact(ns))**2

# convergence at the lowest frequency
sizes = (20, 40, 80, 160, 320)
conv = []
for L in sizes:
    v = slices(L)
    approx = (slice_sum(v, zero), trapezoid(v, zero),
              natural_fast(v, zero), spline_fast(v, M1, M2, zero))
    conv.append([abs(sigma(g, zero) - sigma(g0, zero))[0] for g in approx])
conv = np.array(conv)
orders = np.log2(conv[-2] / conv[-1])
assert np.all(abs(orders - np.array([1, 2, 3, 4])) < 0.15)

# ---------- printed numbers ----------
print(f"U = {U} t, mu = {mu} t, beta = {beta} 1/t, L = {L0}")
print(f"dtau = {dt:.3f} 1/t, Nyquist pi/dtau = {np.pi/dt:.4f} t")
print(f"xi = {xi:.3f} t, density per spin = {density:.6f}")
print(f"M1 = {M1:.6f} t, M2 = {M2:.6f} t^2")
print(f"Sigma(i inf) = U n = {U*density:.6f} t")
print(f"tail U^2 n(1-n) = {U**2*density*(1-density):.6f} t^2")
print(f"G(0+) = {v0[0]:.6f}, G(beta-) = {v0[-1]:.6f}")
print("G(i w_0) in 1/t:")
for name, g in (("exact", g0), ("left sum", left), ("trapezoid", trap),
                ("natural spline", nat), ("moment spline", mom)):
    print(f"  {name:15s} {g[0].real:.6f} {g[0].imag:+.6f} i")
print("Sigma in t; columns: exact left trapezoid natural moment")
table = [sigma(g, ns) for g in (g_exact(ns), left, trap, nat, mom)]
for i, n in enumerate(ns):
    print(f"n = {n}, w_n = {freq(n):.4f} t")
    print("  Re " + " ".join(f"{s[i].real:10.4f}" for s in table))
    print("  Im " + " ".join(f"{s[i].imag:10.4f}" for s in table))
print("|error of Sigma(i w_0)| in t: left trapezoid natural moment")
for L, row in zip(sizes, conv):
    print(f"  L = {L:3d} " + " ".join(f"{e:.3e}" for e in row))
print("orders, last halving: " + " ".join(f"{o:.3f}" for o in orders))
print(f"natural spline: slope sum = {m_nat:.6f} t")
print(f"natural spline: Sigma(i inf) = {m_nat-xi:.6f} t")
print(f"natural spline: first n with Im Sigma > 0: {positive[0]}")
print(f"  there w_n = {freq(positive[0]):.4f} t")
print(f"M1 shifted by {dM} t: |change of Sigma(i w_0)| = {abs(s_low):.6f} t")
print(f"  mean change at w > {freq(far[0]):.0f} t: {s_far.real.mean():.6f} t")
print(f"slice noise {noise:.0e}: n, W, rms noise of Sigma in t")
for n, a, s in zip(ns, W, noise_sigma):
    print(f"  {n:3d} {a:.6f} {s:.3e}")
print("all good")
```

Running it gives:

```
U = 4.0 t, mu = 3.0 t, beta = 8.0 1/t, L = 40
dtau = 0.200 1/t, Nyquist pi/dtau = 15.7080 t
xi = -4.000 t, density per spin = 0.500657
M1 = -1.997370 t, M2 = 7.989481 t^2
Sigma(i inf) = U n = 2.002630 t
tail U^2 n(1-n) = 3.999993 t^2
G(0+) = -0.147456, G(beta-) = -0.852544
G(i w_0) in 1/t:
  exact           0.244311 -0.057951 i
  left sum        0.150935 -0.056663 i
  trapezoid       0.250935 -0.056663 i
  natural spline  0.245340 -0.057972 i
  moment spline   0.244276 -0.057944 i
Sigma in t; columns: exact left trapezoid natural moment
n = 0, w_n = 0.3927 t
  Re     0.1249    -1.8070     0.2082     0.1396     0.1243
  Im    -0.5265    -1.7873    -0.4635    -0.5195    -0.5266
n = 4, w_n = 3.5343 t
  Re     1.5252     3.8414     1.1702     1.5164     1.5247
  Im    -0.8591    -2.6690    -0.8442    -0.8329    -0.8599
n = 9, w_n = 7.4613 t
  Re     1.8705     9.0257     0.0992     1.8282     1.8698
  Im    -0.5003    -0.0762    -1.7807    -0.4245    -0.5026
n = 19, w_n = 15.3153 t
  Re     1.9696    16.3945   -45.6047     2.0065     1.9656
  Im    -0.2568    14.7564     6.0710     0.2253    -0.2723
n = 20, w_n = 16.1007 t
  Re     1.9727    16.3945   -45.6047     2.0521     1.9683
  Im    -0.2447    16.6596    25.3449     0.2740    -0.2617
n = 59, w_n = 46.7312 t
  Re     1.9990    16.3945   -45.6047     2.2874     1.9988
  Im    -0.0854    46.1723    37.4870     0.0588    -0.0858
|error of Sigma(i w_0)| in t: left trapezoid natural moment
  L =  20 7.859e+00 3.840e-01 1.156e-01 8.916e-03
  L =  40 2.307e+00 1.045e-01 1.627e-02 5.635e-04
  L =  80 9.425e-01 2.671e-02 2.111e-03 3.534e-05
  L = 160 4.309e-01 6.714e-03 2.674e-04 2.210e-06
  L = 320 2.065e-01 1.681e-03 3.361e-05 1.382e-07
orders, last halving: 1.061 1.998 2.992 4.000
natural spline: slope sum = -1.678063 t
natural spline: Sigma(i inf) = 2.321937 t
natural spline: first n with Im Sigma > 0: 16
  there w_n = 12.9591 t
M1 shifted by 0.05 t: |change of Sigma(i w_0)| = 0.002643 t
  mean change at w > 6284 t: 0.050000 t
slice noise 1e-04: n, W, rms noise of Sigma in t
    0 1.000000 2.006e-03
    4 0.999610 3.215e-03
    9 0.988770 8.495e-03
   19 0.541934 1.691e-02
   20 0.443680 1.522e-02
   59 0.006252 1.736e-03
all good
```
